\section*{Why Grounded Contacts Restore the Inversion Capacitance at 1 MHz}

\section{The result}

A gate capacitance reaches its full inversion value if the number of electrons under the gate can follow the test signal. In an isolated capacitor on p-type silicon, new electrons must be generated thermally, which takes about half a minute in the example below. In a transistor they enter from the source and drain, which takes a fraction of a nanosecond for a $10\,\mu\mathrm{m}$ channel. The oxide, the silicon and the electron mobility can be the same in both; what differs is the source of electrons.

For a small gate signal $v\,e^{j\omega t}$ on a strongly inverted structure, the transistor's gate capacitance per area is
\begin{equation}
C=C_{LF}-(C_{LF}-C_{HF})\,\frac{j\omega C_e}{g+j\omega C_e}\left[1-\frac{\tanh z}{z}\right],\qquad
z=\frac L2\sqrt{\frac{g+j\omega C_e}{\sigma}} .
\label{main}
\end{equation}
For the isolated capacitor the square bracket is replaced by 1. Here $C_{LF}$ and $C_{HF}$ are the capacitances with perfect and with no electron supply, $g$ is the thermal supply conductance per area, $\sigma$ the sheet conductance of the channel, $L$ its length, and $C_e$ a charge coefficient defined below. A capacitance meter set to the parallel equivalent circuit reports $\mathrm{Re}\,C$; this setting is assumed throughout. The formula also limits the claim: a transistor with a sufficiently long channel loses its inversion capacitance at 1 MHz too.

\section{What the gate asks of the silicon}

Source, drain and body are joined to the low terminal of the meter, and the total gate current is measured. The gate is metallic, the doping $N_a$ uniform, and interface traps and light are absent. Let $x$ run into the silicon, let $\psi$ be the potential relative to the deep body, and write $\beta=q/kT$. With Boltzmann statistics,
\begin{equation}
p=N_a e^{-\beta\psi},\qquad n=n_0e^{\beta(\psi-\phi)},\qquad n_0=n_i^2/N_a .
\label{np}
\end{equation}
The electron quasi-Fermi potential $\phi$ measures how far the electrons are from equilibrium with the body. It vanishes at the dc bias. The signal may make it nonzero, but it is taken as constant in depth. Holes stay in equilibrium with the body.

Let $Q_g$ be the gate charge and $Q_n$ the magnitude of the electron charge, both per area. To first order in the signal,
\begin{equation}
\delta Q_g=C_{LF}v-C'\phi,\qquad \delta Q_n=C_{gc}v-C_e\phi .
\label{two}
\end{equation}
Raising $\phi$ at fixed gate voltage removes electrons, hence the minus signs.

The coefficients $C'$ and $C_{gc}$ are equal. To see this, linearise Poisson's equation for the change $\psi_1$ of the potential:
\begin{equation}
\varepsilon\psi_1''=q\beta\left[(n+p)\psi_1-n\phi\right],\qquad
-\varepsilon\psi_1'(0)=C_{ox}[v-\psi_1(0)]=\delta Q_g ,
\end{equation}
with $\psi_1\to0$ deep in the body, where the few electrons are neglected. Let $\psi_a$ be the solution for a gate signal $v$ with $\phi=0$, and $\psi_b$ the solution for $v=0$ with nonzero $\phi$. Multiply the equation for $\psi_a$ by $\psi_b$, that for $\psi_b$ by $\psi_a$, and subtract. The terms in $n+p$ cancel:
\begin{equation}
\varepsilon(\psi_b\psi_a''-\psi_a\psi_b'')=q\beta n\phi\,\psi_a .
\end{equation}
The left side is the derivative of $\varepsilon(\psi_b\psi_a'-\psi_a\psi_b')$. Integrating over depth and using the surface conditions gives
\begin{align}
\phi\,q\beta\int_0^\infty n\psi_a\,dx
&=-\varepsilon\psi_b(0)\psi_a'(0)+\varepsilon\psi_a(0)\psi_b'(0)\nonumber\\
&=\psi_b(0)C_{ox}[v-\psi_a(0)]+\psi_a(0)C_{ox}\psi_b(0)
=C_{ox}v\,\psi_b(0).
\end{align}
The integral with its factor $q\beta$ is the electron charge added in case $a$, which is $C_{gc}v$. In case $b$ the gate charge is $-C_{ox}\psi_b(0)=-C'\phi$. The equation therefore reads $\phi C_{gc}v=vC'\phi$, so $C'=C_{gc}$.

Two limits follow. If the supply is perfect, $\phi=0$ and the capacitance is $C_{LF}$. If there is no supply, $\delta Q_n=0$, so $\phi=C_{gc}v/C_e$ and
\begin{equation}
C_{HF}=C_{LF}-\frac{C_{gc}^2}{C_e}.
\label{chf}
\end{equation}
In the first limit most of the added gate charge is mirrored by electrons next to the oxide. In the second it must be mirrored by holes withdrawn from the far edge of the depletion layer, at depth $x_d$. This places a silicon layer in series with the oxide: $1/C_{HF}\approx1/C_{ox}+x_d/\varepsilon$.

\section{The isolated capacitor}

Equation (\ref{np}) gives $np=n_i^2e^{-\beta\phi}$. A positive $\phi$ means too few electrons, and generation then exceeds recombination. For midgap traps with equal electron and hole lifetimes $\tau$, the net Shockley--Read--Hall generation rate is
\begin{equation}
G=\frac{n_i^2-np}{\tau(n+p+2n_i)}\approx\frac{n_i^2\,\beta\phi}{\tau(n+p+2n_i)} .
\end{equation}
Multiplying by $q$ and integrating over depth gives a current $g_{\rm gen}\phi$ with
\begin{equation}
g_{\rm gen}=q\beta\int\frac{n_i^2}{\tau(n+p+2n_i)}\,dx .
\end{equation}
The integrand peaks where $n=p=n_i$. Let the field there be $E_i$ and treat it as constant across the peak. With $u=\beta E_i(x_i-x)$, where $x_i$ is the depth of the peak, $n=n_ie^u$ and $p=n_ie^{-u}$, so the denominator is $2n_i\tau(1+\cosh u)$. Since $\int_{-\infty}^{\infty}du/(1+\cosh u)=[\tanh(u/2)]_{-\infty}^{\infty}=2$,
\begin{equation}
g_{\rm gen}\approx q\beta\,\frac{n_i}{2\tau}\,\frac{2}{\beta E_i}=\frac{qn_i}{\tau E_i}.
\end{equation}
This conductance contains no mobility. The isolated device is slow because electrons are created slowly, not because they move slowly.

Electrons also diffuse in from the neutral body. At its edge their density is $n_0e^{-\beta\phi}$, a deficit of $n_0\beta\phi$. The deficit decays into the body over $L_n=\sqrt{D\tau}$, so the current is $qDn_0\beta\phi/L_n$. With $D=\mu/\beta$ this adds $g_{\rm diff}=q\mu n_0/L_n$, and $g=g_{\rm gen}+g_{\rm diff}$. The expression for $g_{\rm diff}$ holds for $\omega\tau\ll1$. At higher frequency $1/\tau$ in the diffusion equation becomes $1/\tau+j\omega$, which multiplies $g_{\rm diff}$ by $\sqrt{1+j\omega\tau}$. The expression for $g_{\rm gen}$ is likewise a steady-state result. It holds while the traps can follow the signal, that is, for $\omega$ below about $cn_i$, where $c$ is the capture coefficient; this is roughly $100\,\mathrm{s^{-1}}$ for $c=10^{-8}\,\mathrm{cm^3/s}$. That covers the response frequency found below but not 1 MHz, where the trap admittance is about twice $g_{\rm gen}$ in the example.

The electron charge grows at the rate at which it is supplied, $j\omega\,\delta Q_n=g\phi$. Inserting (\ref{two}) and solving for $\phi$,
\begin{equation}
j\omega(C_{gc}v-C_e\phi)=g\phi\quad\Rightarrow\quad
\phi=\frac{j\omega C_{gc}v}{g+j\omega C_e}.
\label{phip}
\end{equation}
The capacitance is $\delta Q_g/v=C_{LF}-C_{gc}\phi/v$. With $C_{gc}^2=C_e(C_{LF}-C_{HF})$ from (\ref{chf}), this is (\ref{main}) without the bracket. In terms of the response time $\tau_g=C_e/g$, its real part is
\begin{equation}
\mathrm{Re}\,C=C_{LF}-(C_{LF}-C_{HF})\frac{\omega^2\tau_g^2}{1+\omega^2\tau_g^2}.
\end{equation}
The isolated capacitor therefore does show its full inversion capacitance, provided that $\omega\tau_g\ll1$.

\section{The transistor}

Let $y$ run along the channel from $-L/2$ to $L/2$. The electron current per unit width is $K=-\sigma\,d\phi/dy$ with $\sigma=\mu Q_n$, because $\phi$ is uniform in depth. Electrons carry negative charge, so charge conservation reads $-j\omega\,\delta Q_n+dK/dy=-g\phi$. Hence $j\omega\,\delta Q_n=g\phi-\sigma\phi''$, and with (\ref{two})
\begin{equation}
\sigma\phi''=(g+j\omega C_e)\phi-j\omega C_{gc}v .
\end{equation}
Grounded source and drain, treated as ideal contacts, impose $\phi(\pm L/2)=0$. Let $\phi_\infty$ be the uniform value (\ref{phip}) and $\kappa^2=(g+j\omega C_e)/\sigma$. The even solution that satisfies the end conditions, and its average along the channel, are
\begin{equation}
\phi=\phi_\infty\left[1-\frac{\cosh\kappa y}{\cosh(\kappa L/2)}\right],\qquad
\langle\phi\rangle=\phi_\infty\left[1-\frac{\tanh z}{z}\right],\quad z=\frac{\kappa L}{2}.
\end{equation}
Putting $\langle\phi\rangle$ into $C=C_{LF}-C_{gc}\langle\phi\rangle/v$ gives (\ref{main}).

At 1 MHz $g$ is negligible beside $\omega C_e$, as the numbers below show. Then $z^2=jm$ with $m=\omega C_eL^2/4\sigma$. For a short channel, $\tanh z/z=1-z^2/3+2z^4/15-\dots$ gives
\begin{equation}
1-\frac{\tanh z}{z}\approx\frac{jm}{3}+\frac{2m^2}{15},\qquad
\frac m3=\omega\tau_{ch},\quad \tau_{ch}=\frac{C_eL^2}{12\sigma}.
\label{short}
\end{equation}
The imaginary term is a loss signal. The measured capacitance falls short of $C_{LF}$ by the fraction $2m^2/15$ of the inversion step $C_{LF}-C_{HF}$, and this fraction grows as $L^4$.

For a very long channel $\tanh z\to1$, and the part of the step that survives is $\mathrm{Re}(1/z)=1/\sqrt{2m}$. This falls as $1/L$: strips of fixed width beside the contacts still respond, while the middle behaves like an isolated capacitor.

\section{Numbers}

Take silicon at 300 K with $N_a=10^{17}\,\mathrm{cm^{-3}}$, $n_i=10^{10}\,\mathrm{cm^{-3}}$, $\tau=1\,\mu\mathrm{s}$, an electron mobility of $400\,\mathrm{cm^2/Vs}$, a 10 nm oxide, a gate voltage 3.0 V above flat band, and $L=10\,\mu\mathrm{m}$. The Poisson equation then gives $Q_n=0.517\,\mu\mathrm{C/cm^2}$ and, in $\mathrm{nF/cm^2}$, $C_{ox}=345.3$, $C_{LF}=336.0$, $C_{gc}=335.4$ and $C_e=431.8$. From (\ref{chf}),
\begin{equation}
C_{HF}=336.0-\frac{335.4^2}{431.8}=75.5\ \mathrm{nF/cm^2}.
\end{equation}
The series estimate with $x_d=109\,\mathrm{nm}$ gives 74.4. It freezes the inversion layer, whereas the model lets a fixed number of electrons shift in depth; this accounts for the small difference, since holding the electron density fixed at every depth in the linearised Poisson equation also gives 74.4.

The explanation comes down to three conductances per area. The signal demands
\begin{equation}
\omega C_e=2\pi\times10^6\times431.8\times10^{-9}=2.71\ \mathrm{S/cm^2}.
\end{equation}
With $E_i=1.10\times10^5\,\mathrm{V/cm}$, thermal generation offers
\begin{equation}
\frac{qn_i}{\tau E_i}=\frac{1.602\times10^{-19}\times10^{10}}{10^{-6}\times1.10\times10^5}
=1.46\times10^{-8}\ \mathrm{S/cm^2},
\end{equation}
and diffusion adds $2.0\times10^{-11}\,\mathrm{S/cm^2}$. At 1 MHz $|\sqrt{1+j\omega\tau}|$ is about 2.5, which changes nothing of importance. The contacts, with $\sigma=400\times0.517\times10^{-6}=2.07\times10^{-4}\,\mathrm{S}$, offer
\begin{equation}
\frac{12\sigma}{L^2}=\frac{12\times2.07\times10^{-4}}{(10^{-3})^2}=2.48\times10^{3}\ \mathrm{S/cm^2}.
\end{equation}
Thermal supply falls short of the demand by a factor of order $10^8$ ($2\times10^8$ with the steady-state $g$, about half that when the finite trap response at 1 MHz is counted); contact supply exceeds it about 900 times. The response times are $\tau_g=29\,\mathrm{s}$ and $\tau_{ch}=0.17\,\mathrm{ns}$. At 1 MHz the isolated capacitor reads $75.5\,\mathrm{nF/cm^2}$ and the transistor $336.0\,\mathrm{nF/cm^2}$.

By (\ref{short}), 1\% of the step is lost when $m=\sqrt{0.075}=0.274$, that is, at
\begin{equation}
L=\sqrt{\frac{4\sigma m}{\omega C_e}}=\sqrt{\frac{4\times2.07\times10^{-4}\times0.274}{2.71}}\ \mathrm{cm}\approx91\ \mu\mathrm{m}.
\end{equation}
The full formula gives $92\,\mu\mathrm{m}$, and half the step is lost at $308\,\mu\mathrm{m}$. A large test transistor can thus fail at 1 MHz although its contacts are grounded.

These results were tested against a linearised drift-diffusion calculation that solves for the potential, electrons and holes, and assumes neither a depth-independent $\phi$ nor a lumped $g$. For the isolated device on a $500\,\mu\mathrm{m}$ wafer it gives 75.5 at 1 MHz and 205.8 at the response frequency of 5.4 mHz, in $\mathrm{nF/cm^2}$; the formula gives the same rounded values. For the transistors it also resolves the direction along the channel. It gives 336.1 at $10\,\mu\mathrm{m}$ and 206.0 at $308\,\mu\mathrm{m}$, against 336.0 and 205.8 from the formula. Both calculations share the material parameters, Boltzmann statistics, the steady-state generation rate and ideal contacts, so the agreement does not test those.

\section{Real devices and limits}

The parameters are rough typical values. A 10 nm oxide is thick for modern logic, and good silicon can have a lifetime well above $1\,\mu\mathrm{s}$. Since generation dominates $g$ here, a tenfold lifetime makes $\tau_g$ nearly ten times longer. Heating shortens it: at 400 K, with lifetime, mobilities and gap held fixed, $\tau_g$ is 0.056 s, and the isolated capacitor still reads only $80\,\mathrm{nF/cm^2}$ at 1 MHz. The classical treatment of the inversion layer is only approximate. The calculated surface density is 1.9 times the conduction-band effective density of states, so Boltzmann statistics fail there. A variational quantum estimate that places all electrons in the lowest subband puts them 1.8 nm deep on average, equivalent to 0.6 nm of oxide; counting this as extra oxide gives $C_{LF}\approx0.94\,C_{ox}$ instead of 0.97. The estimate is rough: at 300 K the lowest subband holds only about 57\% of the electrons and the average over all subbands is about 2.3 nm, but the mean depth overstates the added capacitive thickness, and the self-consistent capacitance is still $0.94\,C_{ox}$. This is a shift of a few percent that leaves the contrast intact. Gate overlap of $0.1\,\mu\mathrm{m}$ on each side would add about 2\% of $C_{ox}$ to the transistor's reading. At the oxide field of 2 MV/cm, the estimated tunnelling transparency is about $10^{-41}$, so tunnelling through an ideal oxide of this thickness can be neglected.

An isolated capacitor must also be isolated in fact. If oxide charge inverts the silicon around the gate, or an n-type region touches the channel, electrons can enter sideways and the device moves towards the transistor case. Light supplies electrons as well. After the gate voltage has been raised into inversion, the dc bias must be held for many times $\tau_g$ before the measurement. Otherwise the electron layer is not yet full, the depletion layer is wider than $x_d$, and the reading lies below $C_{HF}$. The transistor, for its part, must be biased in strong inversion: with few electrons in the channel, $C_{gc}$ is small and there is no full inversion capacitance to restore, however fast the contacts are. The remaining values are listed in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
temperature 300 K, oxide 10 nm, gate minus flat band 3.0 V
acceptors 1.0e+17 cm^-3, ni 1.0e+10 cm^-3, lifetime 1 us
mobility: electrons 400, holes 300 cm2/Vs
channel length 10 um, wafer 500 um, meter 1 MHz
relative permittivity: silicon 11.7, oxide 3.9 (inputs)
surface potential 0.9951 V
electron charge Qn 0.5174 uC/cm2
depletion charge 0.1749 uC/cm2
depletion width 109.2 nm
Cox 345.3 nF/cm2
C_LF 336.0 nF/cm2, C_LF/Cox 0.9731
C_HF 75.50 nF/cm2, C_HF/Cox 0.2186
C_HF from oxide and depletion in series 74.44 nF/cm2
Cgc 335.40, reverse coefficient 335.40 nF/cm2
Ce 431.8 nF/cm2
field where n = p 0.1100 MV/cm
g generation 1.465e-08 S/cm2, estimate 1.457e-08
g diffusion 1.993e-11 S/cm2, diffusion length 32.2 um
total thermal supply g 1.467e-08 S/cm2
demand omega*Ce at 1 MHz 2.713 S/cm2
contact supply 12 sigma/L^2 2.484e+03 S/cm2
sheet conductance sigma 207.0 uS per square
thermal response time 29.42 s, frequency 5.409e-03 Hz
channel response time 0.1738 ns
omega*tau at 1 MHz: thermal 1.85e+08, channel 1.09e-03
measured capacitance, formula | simulation, nF/cm2:
  isolated, 1 MHz: 75.50 | 75.50
  isolated, response frequency: 205.77 | 205.79
  isolated, 1/100 of it: 336.02 | 336.09
  transistor 10 um, 1 MHz: 336.04 | 336.11
  transistor L_half, 1 MHz: 205.77 | 206.00
L for 1% loss of inversion step 91.7 um, leading order 91.4 um
L_half, half the step lost 308 um
fraction of step lost at 10 um 1.4e-06
400 K: ni 3.46e+12 cm^-3, response time 0.0564 s
400 K: diffusion share of g 0.267
400 K at response frequency, formula | simulation: 206.83 | 206.89 nF/cm2
400 K isolated at 1 MHz 80.02, C_LF 333.6 nF/cm2
oxide field 2.00 MV/cm
tunnelling: barrier 3.1 eV, mass 0.42 m_e, log10 transparency -41
surface electrons 5.21e+19 cm^-3, ratio to Nc = 2.8e+19 cm^-3: 1.86
quantum mean depth 1.76 nm, as part of oxide thickness 0.059
overlap 0.1 um per side adds 0.020 of Cox
body resistance 0.0104 ohm cm2, omega*R*C_HF 0.0049
\end{verbatim}
